# Maxwell's Diffusion Coefficient for an Amorphous Barrier with Impermeable Nanocrystals, part 1

(Sections cited here and not found follow in the second part.)

An amorphous diffusion barrier separates copper from the material beneath it. On annealing, small crystals appear inside the barrier, and copper atoms that cross the film must go around them. This problem finds how much the crystals slow the copper, first in steady flow and then while the film is still filling up. It also finds which departures from the ideal picture can undo the effect.

## First half: steady flow around the crystals

The amorphous matrix has a constant diffusion coefficient $D$, and the copper is dilute enough for $D$ not to depend on its concentration. The crystals are spheres of radius $a$ that do not move. They occupy a fraction $f$ of the film volume and are spread evenly through it. Copper neither enters nor dissolves in them, and it moves no faster along their surfaces than in the matrix. The $z$ axis is normal to the film.

**(a)** *State the equations obeyed by the copper concentration $c$ in the matrix in steady flow. Define an effective coefficient $D_e$ for the film, and say which concentration it refers to.*

**Solution.** In the matrix the flux density is $\mathbf j=-D\nabla c$, by Fick's law. In a steady state no copper accumulates, so $\nabla\cdot\mathbf j=0$. Since $D$ is constant,

$$\nabla^2c=0\quad\text{in the matrix}.\tag{1}$$

No copper crosses a crystal surface, so the normal component of $\mathbf j$ vanishes there. With $r$ measured from the centre of the crystal,

$$\frac{\partial c}{\partial r}=0\quad\text{at } r=a.\tag{2}$$

On the scale of the crystals $c$ is uneven, but over distances much larger than their spacing it follows a smooth slope $G$ along $z$. The effective coefficient connects this slope to the mean flux $J$ per unit of total film area, crystals included:

$$J=-D_eG.\tag{3}$$

The slope $G$ is that of the concentration in the matrix, meaning atoms per volume of matrix. This is the natural choice for a barrier, because equilibrium with the copper at the film's face fixes the concentration in the matrix there, however many crystals the film holds. A slope of the concentration per total volume would be smaller by the factor $1-f$ and would lead to a different coefficient, which appears in part (f).

**(b)** *A single crystal sits in an unbounded matrix in which the concentration would otherwise be $Gz$. Find the concentration around it, and describe the flow.*

**Solution.** A constant added to $c$ changes no flux, so we set $c=0$ in the plane through the crystal's centre. The imposed field is proportional to $z$ and the crystal is a sphere, which suggests the trial form $c=h(r)\,z$. Its Laplacian follows from the product rule:

$$\nabla^2(hz)=z\nabla^2h+2\nabla h\cdot\nabla z+h\nabla^2z .$$

The last term is zero. In the first, $\nabla^2h=h''+2h'/r$. In the second, $\nabla h\cdot\nabla z=\partial h/\partial z=h'z/r$. Hence

$$\nabla^2(hz)=z\left(h''+\frac{2h'}{r}+\frac{2h'}{r}\right)=z\left(h''+\frac{4h'}{r}\right)=0 .$$

So $h''/h'=-4/r$, which integrates to $h'\propto r^{-4}$ and then to $h=A+B/r^3$. With $z=r\cos\theta$,

$$c=\left(Ar+\frac{B}{r^2}\right)\cos\theta .$$

Far away $c$ must become $Gz$, so $A=G$. Condition (2) reads

$$\left.\frac{\partial c}{\partial r}\right|_{a}=\left(G-\frac{2B}{a^3}\right)\cos\theta=0 ,$$

which gives $B=Ga^3/2$. The result is

$$c=Gz\left(1+\frac{a^3}{2r^3}\right).\tag{4}$$

No other solution exists, apart from the free constant. The difference $w$ of two solutions would obey (1) and (2) and tend to zero far away. Then $\int|\nabla w|^2dV=\oint w\,\nabla w\cdot d\mathbf S$. The crystal surface contributes nothing because of (2). On a large sphere $w$ falls at least as fast as $1/r$ and its gradient as $1/r^2$, while the area grows as $r^2$, so that part vanishes too. Hence $\nabla w=0$ everywhere.

On the surface of the crystal, $c=\tfrac32Ga\cos\theta$. The gradient there is purely tangential and equals

$$\frac1a\frac{\partial c}{\partial\theta}=-\tfrac32G\sin\theta .$$

At the two poles, where the flow meets the crystal head on and leaves it again, the flux is zero. At the equator it is $3/2$ times the undisturbed flux, because atoms turned away from the crystal crowd past its sides. The second term of (4) has the form of a dipole field. Its positive sign means that copper piles up on the side of high concentration and is depleted in the lee.

**(c)** *Now $N$ such crystals lie inside an imagined ball of radius $R$, with pure matrix outside. They are so dilute that each one sees the imposed slope $G$. Find the disturbance of the concentration far from the ball.*

**Solution.** Let crystal $i$ have its centre at $\mathbf r_i$, measured from the centre of the ball. By (4) its disturbance is

$$\delta c_i=\frac{Ga^3}{2}\,\frac{z-z_i}{|\mathbf r-\mathbf r_i|^3}.$$

At a distance $r\gg R$ the shift $\mathbf r_i$ matters little, and $\delta c_i=Ga^3z/(2r^3)$ up to corrections smaller by a factor of order $R/r$. Equation (1) is linear, so the disturbances add:

$$\delta c=\frac{Na^3}{2}\,\frac{Gz}{r^3}.$$

The crystals fill the fraction

$$f=\frac{N\,\tfrac43\pi a^3}{\tfrac43\pi R^3}=\frac{Na^3}{R^3}$$

of the ball, so $Na^3=fR^3$ and

$$\delta c=\frac f2\,\frac{R^3}{r^3}\,Gz.\tag{5}$$

The radius $a$ has dropped out. At a given volume fraction, many small crystals and a few larger ones disturb the distant field equally, as long as they are small compared with the ball.

The approximation made here is that each crystal responds to $G$ alone. In truth it also feels the dipole fields of the others. Those fields scale as $a^3$ divided by the cube of the distance between crystals, which is of order $f$. Part (e) returns to this point.

**(d)** *Replace the ball of matrix and crystals by a uniform ball of the same radius with diffusion coefficient $D_e$. Choose $D_e$ so that the distant field is the same, and discuss the result.*

**Solution.** The trial form of part (b) serves again. Inside the ball the term $B/r^3$ is excluded, since it would diverge at the centre. So we take

$$c_{\rm in}=Az,\qquad c_{\rm out}=Gz\left(1+\kappa\frac{R^3}{r^3}\right),$$

with $A$ and $\kappa$ to be found. At $r=R$ the concentration is continuous, which gives

$$A=G(1+\kappa).$$

The normal flux is continuous too. The radial derivative of $z=r\cos\theta$ is $\cos\theta$, and that of $z/r^3=\cos\theta/r^2$ is $-2\cos\theta/r^3$. Therefore

$$D_eA=DG(1-2\kappa).$$

Inserting $A$ gives $D_e(1+\kappa)=D(1-2\kappa)$. Collecting the terms in $\kappa$ gives $\kappa(D_e+2D)=D-D_e$, so

$$\kappa=\frac{D-D_e}{D_e+2D}.\tag{6}$$

For $D_e=0$ this is $\kappa=\tfrac12$, which agrees with (4). The ball has the same distant field as the crystals when $\kappa$ equals the factor $f/2$ in (5):

$$\frac{D-D_e}{D_e+2D}=\frac f2 .$$

Multiply both sides by $2(D_e+2D)$:

$$2D-2D_e=fD_e+2fD .$$

Move the terms in $D_e$ to the right and those in $D$ to the left, so that $2D(1-f)=D_e(2+f)$. Hence

$$\frac{D_e}{D}=\frac{2(1-f)}{2+f}.\tag{7}$$

This is Maxwell's formula for impermeable spheres. Without crystals it gives $D_e=D$. For small $f$, write it as $(1-f)/(1+f/2)$ and expand the denominator:

$$\frac{D_e}{D}=(1-f)\left(1-\frac f2+\frac{f^2}{4}-\dots\right)=1-\frac32f+\frac34f^2-\dots$$

Each per cent of crystal volume thus costs about one and a half per cent of the flux. At $f=1$ the formula gives zero, but equal spheres cannot fill space, and long before that limit the dilute picture has lost its basis.

**(e)** *Part (c) was correct to first order in $f$, yet (7) contains all powers of $f$. Find an exact relation between $D_e$ and the slope felt by a crystal. Use it to show which part of (7) is exact for dilute spheres, and what assumption yields the rest.*

**Solution.** Take a periodic arrangement with one crystal in each cell of volume $V$, the cell faces lying in the matrix. The concentration is then $Gz$ plus a periodic part. Integrate $\partial c/\partial z$ over the matrix in one cell and turn the integral into surface integrals by the divergence theorem:

$$\int_{\rm matrix}\frac{\partial c}{\partial z}\,dV=\oint_{\rm cell}c\,n_z\,dS-\oint_{\rm crystal}c\,n_z\,dS .$$

Here $\mathbf n$ points out of the cell in the first integral and out of the crystal in the second. The minus sign arises because the outward direction of the matrix at the crystal surface points into the crystal. On opposite cell faces the periodic part of $c$ is equal and $n_z$ is opposite, so it cancels. The part $Gz$ gives $GV$.

For the second integral, expand $c$ around the crystal in spherical harmonics. Since $n_z=\cos\theta$, the harmonic proportional to $\cos\theta$ is the one that survives. By part (b) it must have the form $gz(1+a^3/2r^3)$, where $g$ is the slope that the crystal feels. On the surface it equals $\tfrac32ga\cos\theta$, and the average of $\cos^2\theta$ over a sphere is $\tfrac13$, so

$$\oint_{\rm crystal}c\,n_z\,dS=\tfrac32ga\cdot\tfrac13\cdot4\pi a^2=\tfrac32g\cdot\tfrac43\pi a^3=\tfrac32g\,fV .$$

In steady flow the same amount of copper crosses every plane of constant $z$ in the cell. The mean flux $J$ is therefore the volume average of $j_z$, to which the crystals contribute nothing:

$$J=-\frac DV\int_{\rm matrix}\frac{\partial c}{\partial z}\,dV=-D\left(G-\tfrac32fg\right).$$

Comparison with (3) gives

$$\frac{D_e}{D}=1-\frac32f\,\frac gG .\tag{8}$$

This relation is exact for the periodic arrangement. As $f\to0$ the crystals move far apart and $g\to G$, so the first-order term $-\tfrac32f$ is exact.

To go further one needs $g$. Suppose that each crystal feels the mean slope in the matrix. This is a mean-field assumption. The matrix occupies the fraction $1-f$ of the cell, so its mean slope is $(G-\tfrac32fg)/(1-f)$. Setting this equal to $g$ gives

$$g(1-f)+\tfrac32fg=G,\qquad g=\frac{G}{1+f/2}.\tag{9}$$

The mean flux is $-D$ times the matrix fraction times the mean matrix slope, or $J=-D(1-f)g$. With (9) this is (7) again, now with a meaning for each factor. The factor $1-f$ is the volume lost to the flow. The factor $1/(1+f/2)$ is the cost of the detours.

The ball of part (d) agrees with this. With $\kappa=f/2$, the slope inside it is $A=G(1+f/2)$. By (9), a crystal in that macroscopic slope feels $A/(1+f/2)=G$, which is what part (c) assumed.

How good the mean-field step is depends on the arrangement. For a simple cubic array, Laplace's equation was solved numerically in the full cell, with the neighbours' influence included. The fall $1-D_e/D$ divided by $f$ came out as 1.4992 at $f=0.001$, in accord with the slope $3/2$. At larger fractions the results were:

| $f$ | $D_e/D$, cubic array | $D_e/D$, formula (7) |
|---|---|---|
| 0.02 | 0.9703 | 0.9703 |
| 0.05 | 0.9268 | 0.9268 |
| 0.10 | 0.8571 | 0.8571 |
| 0.30 | 0.6057 | 0.6087 |

At $f=0.30$ the formula is about 0.5 % above the value for the array. The table tests only the simple cubic array, and the agreement need not be as close for every other arrangement. At $f=0.10$, where the cubic array and the formula agree to four digits after rounding, part (k) finds departures of up to 1.5 % for other arrangements.

## Second half: filling of the film, imperfect crystals and a 10 nm barrier

The matrix has diffusion coefficient $D$, and crystals of radius $a$ fill the volume fraction $f$. The slope of the matrix concentration $c$ on the large scale is $G$, and the mean flux per total area is $J=-D_eG$. The first half found $D_e/D=2(1-f)/(2+f)$, equation (7). It also found that a uniform ball of radius $R$ and coefficient $D_e$ adds the disturbance $\kappa GzR^3/r^3$ to the field outside it, with $\kappa=(D-D_e)/(D_e+2D)$, equation (6). Finally, by (8), the flux depends on the slope $g$ felt by a crystal through $D_e/D=1-\tfrac32fg/G$.

**(f)** *The concentration now changes with time, slowly enough for the flow around each crystal to stay close to its steady form. Find the coefficient that governs the spreading of copper through the film.*

**Solution.** Consider a slice of the film that is thin compared with $L$, the film thickness, yet holds many crystals. Copper is stored in the matrix alone, so the amount per total volume is $(1-f)c$. The net inflow is $-\partial J/\partial z$ with $J=-D_e\,\partial c/\partial z$. The balance is

$$(1-f)\frac{\partial c}{\partial t}=D_e\frac{\partial^2c}{\partial z^2}.\tag{10}$$

Division by $1-f$ gives an ordinary diffusion equation with the coefficient

$$D_t=\frac{D_e}{1-f}=\frac{2D}{2+f}.\tag{11}$$

The crystals thus have two different reduction factors. The steady flux at fixed boundary concentrations is multiplied by $2(1-f)/(2+f)$. The rate at which a concentration profile spreads is multiplied by $2/(2+f)$, which is closer to one because the crystals also take away room that would have had to be filled. The coefficient $D_t$ is also the one that relates the flux to the slope of the total concentration $\bar c=(1-f)c$, since $D_e\,\partial c/\partial z=D_t\,\partial\bar c/\partial z$. Whoever quotes "the" diffusion coefficient of such a film must therefore say which concentration is meant.

For dilute, impermeable crystals, the steady flux at fixed boundary concentrations is multiplied by $2(1-f)/(2+f)$, while the coefficient that governs the spreading of copper is multiplied only by $2/(2+f)$. It remains to find the time lag, to treat permeable crystals and fast interfaces, and to apply the results to a 10 nm barrier.

All numerical values are calculated from the stated model.
